# Where the Light Mass of a Strain-Split Heavy-Hole Band Fails: verification in Python

```python
"""
Where does the light in-plane mass of a strain-split heavy-hole band fail?

Result under test (four-band model, kz = 0, k along [100]):
  uncoupled heavy- and light-hole bands cross at kc = sqrt(D / (2 A g2)),
  but the coupled upper band has momentum mass m0/g1 already at kc/2.
Symbols: A = hbar^2/(2 m0), D = heavy-light splitting at k = 0,
  g1, g2, g3 = Luttinger parameters, x = (k/kc)^2,
  inverse mass m0/m = -(dE/dk)/(2 A k) for electron energy E.
The Hamiltonian is built from p orbitals, spin-orbit coupling and strain,
then projected on J = 3/2; the closed formulas are compared with it.
Energies in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

A = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
kT = const.k * 300.0 / const.e

# Rough, rounded parameters: compressive InGaAs layer on GaAs
D, g1, g2, g3 = 0.060, 7.0, 2.0, 3.0
b_def, c_ratio = -1.8, 0.46
so_split, gap = 0.34, 1.2

strain = -D / (2 * abs(b_def) * (1 + 2 * c_ratio))
eps = np.array([strain, strain, -2 * c_ratio * strain])
strain_orb = np.diag(3 * b_def * (eps - eps.mean()))

# Angular momentum in the basis (X, Y, Z) x (up, down)
levi = np.zeros((3, 3, 3))
for i, j, l in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, l], levi[i, l, j] = 1.0, -1.0
L_orb = -1j * levi
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L_sigma = sum(np.kron(L_orb[i], pauli[i]) for i in range(3))
J32 = np.linalg.eigh(L_sigma)[1][:, 2:]
Jz = np.kron(L_orb[2], np.eye(2)) + np.kron(np.eye(3), pauli[2]) / 2
Jz2 = J32.conj().T @ Jz @ Jz @ J32
heavy_proj = (Jz2 - np.eye(4) / 4) / 2
light_proj = np.eye(4) - heavy_proj


def orbital(kx, ky, kz, gam1=g1):
    k = np.array([kx, ky, kz])
    H = -6 * A * g3 * np.outer(k, k)
    for n in range(3):
        H[n, n] = -A * ((gam1 - 2 * g2) * (k @ k) + 6 * g2 * k[n]**2)
    return H + strain_orb


def four_band(kx, ky, kz=0.0, gam1=g1):
    H = np.kron(orbital(kx, ky, kz, gam1), np.eye(2))
    return J32.conj().T @ H @ J32


def six_band(kx, ky):
    H = np.kron(orbital(kx, ky, 0.0), np.eye(2))
    return H + so_split / 3 * (L_sigma - np.eye(6))


def top4(k, phi=0.0, gam1=g1):
    H = four_band(k * np.cos(phi), k * np.sin(phi), 0.0, gam1)
    return np.linalg.eigvalsh(H)[-1]


def top6(k):
    return np.linalg.eigvalsh(six_band(k, 0.0))[-1]


def inverse_mass(top, k, h=2e-4):
    return -(top(k + h) - top(k - h)) / (4 * h * A * k)


def first_k(top, level):
    """First k at which the inverse mass falls to the given level."""
    old = 0.02
    assert inverse_mass(top, old) > level
    for new in np.arange(0.04, 1.5, 0.02):
        if inverse_mass(top, new) < level:
            return brentq(lambda k: inverse_mass(top, k) - level, old, new)
        old = new
    raise AssertionError("level is not reached")


# Closed formulas
kc = np.sqrt(D / (2 * A * g2))


def root_s(x, ratio=1.0):
    return np.sqrt((1 - x)**2 + 3 * ratio**2 * x**2)


def hole_energy(x):
    return D / 2 * (g1 / g2 * x + 1 - root_s(x))


def x_of_g(g):
    return (1 - np.sqrt(3 * g**2 / (4 - g**2))) / 4


# Strain splitting and crossing of the uncoupled bands
e0 = np.linalg.eigvalsh(four_band(0, 0))
assert abs(e0[-1] - e0[0] - D) < 1e-12
assert abs(np.trace(heavy_proj @ four_band(0, 0)).real / 2 - D / 2) < 1e-12


def uncoupled_gap(k):
    H = four_band(k, 0)
    return np.trace((heavy_proj - light_proj) @ H).real / 2


kc_numeric = brentq(uncoupled_gap, 0.1, 2.0)
assert abs(kc_numeric - kc) < 1e-9

# Band energy in several directions
for phi in (0.0, np.pi / 8, np.pi / 4):
    ratio = np.hypot(np.cos(2 * phi), g3 / g2 * np.sin(2 * phi))
    for k in (0.1, 0.35, 0.9):
        x = (k / kc)**2
        formula = -A * g1 * k**2 + D / 2 * root_s(x, ratio)
        assert abs(top4(k, phi) - formula) < 1e-11

# Gap at the would-be crossing
e_cross = np.linalg.eigvalsh(four_band(kc, 0))
gap_cross = e_cross[-1] - e_cross[0]
assert abs(gap_cross - np.sqrt(3) * D) < 1e-11

# Failure of the light mass, and its independence of g1
k_fail = first_k(top4, g1)
assert abs(k_fail - kc / 2) < 1e-5
k_other = first_k(lambda k: top4(k, 0.0, 10.0), 10.0)
assert abs(k_other - kc / 2) < 1e-5
k_fail_110 = first_k(lambda k: top4(k, np.pi / 4), g1)
assert abs(k_fail_110 - kc / np.sqrt(1 + 3 * (g3 / g2)**2)) < 1e-5

# Partial failure: half of the advantage, and 10 percent of m0/m
edge = g1 + g2
k_half = first_k(top4, g1 + 0.5 * g2)
assert abs(k_half - kc * np.sqrt(x_of_g(0.5))) < 1e-5
g_ten = (0.9 * edge - g1) / g2
k_ten = first_k(top4, 0.9 * edge)
assert abs(k_ten - kc * np.sqrt(x_of_g(g_ten))) < 1e-5

# Perturbative slope, band edge and large-k limit
x_small = 1e-3
slope = (edge - inverse_mass(top4, kc * np.sqrt(x_small))) / (g2 * x_small)
assert abs(slope - 3) < 0.03          # next order in x is 0.15 percent
k_pert = kc / np.sqrt(3)
inv_far = inverse_mass(top4, 20 * kc)
assert abs(inv_far - (g1 - 2 * g2)) < 1e-3


# Light-hole admixture from eigenvectors
def light_weight(k):
    v = np.linalg.eigh(four_band(k, 0))[1][:, -1]
    return (v.conj() @ light_proj @ v).real


for k in (0.2, kc / 2, kc):
    x = (k / kc)**2
    assert abs(light_weight(k) - (1 - (1 - x) / root_s(x)) / 2) < 1e-9


# Curvature mass
def inverse_curv(k, h=2e-3):
    return -(top4(k + h) - 2 * top4(k) + top4(k - h)) / (2 * A * h**2)


for k in (0.15, 0.4, 0.8):
    x = (k / kc)**2
    s = root_s(x)
    formula = g1 + g2 * ((1 - 4 * x) / s - 6 * x / s**3)
    assert abs(inverse_curv(k) - formula) < 2e-3
low = minimize_scalar(inverse_curv, bounds=(0.2 * kc, 1.5 * kc),
                      method="bounded", options={"xatol": 1e-7})
assert abs(low.x - kc / np.sqrt(2)) < 1e-3
assert abs(low.fun - (g1 - 4 * g2)) < 2e-3

# Sheet density by counting states in a square box
box = 2000.0
n = np.arange(-150, 151) * 2 * np.pi / box
inside = np.sum(n[:, None]**2 + n[None, :]**2 < k_fail**2)
density = k_fail**2 / (2 * np.pi)
assert abs(2 * inside / box**2 / density - 1) < 0.01

# Thermal spread of holes in the kz = 0 section at 300 K
upper = lambda x: np.exp(-hole_energy(x) / kT)
lower = lambda x: np.exp(-(hole_energy(x) + D * root_s(x)) / kT)
all_upper = quad(upper, 0, 30)[0]
beyond = quad(upper, 0.25, 30)[0] / all_upper
all_lower = quad(lower, 0, 30)[0]
share_lower = all_lower / (all_upper + all_lower)

# Split-off band at the same strain
e6 = np.linalg.eigvalsh(six_band(0, 0))
split6 = e6[-1] - e6[-3]
k_fail6 = first_k(top6, g1)


# Hard-wall layer of given thickness, four bands, sine basis
def well_matrix(k, width, size=16):
    m = np.arange(1, size + 1)
    a, c = np.meshgrid(m, m, indexing="ij")
    odd = (a + c) % 2 == 1
    denom = np.where(odd, a**2 - c**2, 1)
    K1 = np.where(odd, -4j * a * c / (width * denom), 0)
    K2 = np.diag((m * np.pi / width)**2)
    H0 = four_band(k, 0, 0.0)
    Hp, Hm = four_band(k, 0, 1.0), four_band(k, 0, -1.0)
    return (np.kron(H0, np.eye(size)) + np.kron((Hp - Hm) / 2, K1)
            + np.kron((Hp + Hm) / 2 - H0, K2))


def well_top(width, size=16):
    return lambda k: np.linalg.eigvalsh(well_matrix(k, width, size))[-1]


def well_edge(width):
    top, k = well_top(width), 0.005
    return (top(0.0) - top(k)) / (A * k**2)


well = {}
for width in (10.0, 20.0):
    total = D + 4 * A * g2 * (np.pi / width)**2
    levels = np.linalg.eigvalsh(well_matrix(0.0, width))
    assert np.min(abs(levels - (levels[-1] - total))) < 1e-10
    k_w = first_k(well_top(width), g1)
    assert abs(k_w - first_k(well_top(width, 24), g1)) < 1e-3
    well[width] = (total, well_edge(width), k_w)
# A very thick layer must return to the bulk band edge
loss = edge - well_edge(200.0)
assert 0 < loss < 12 * g3**2 * A * (np.pi / 200.0)**2 / D + 0.002

print("INPUTS (rough, rounded)")
print(f"splitting D = {D*1e3:.0f} meV")
print(f"gamma1, gamma2, gamma3 = {g1:.0f}, {g2:.0f}, {g3:.0f}")
print(f"b = {b_def:.1f} eV, C12/C11 = {c_ratio:.2f}")
print(f"spin-orbit splitting = {so_split:.2f} eV, gap = {gap:.1f} eV")
print(f"A = hbar^2/(2 m0) = {A:.5f} eV nm^2")
print(f"in-plane strain = {strain*100:.2f} percent")
print("FOUR-BAND MODEL, [100], kz = 0")
print(f"uncoupled crossing kc = {kc:.4f} 1/nm")
print(f"gap at kc with coupling = {gap_cross*1e3:.1f} meV")
print(f"band-edge m0/m = {edge:.2f}, m = {1/edge:.4f} m0")
print(f"perturbative failure kc/sqrt(3) = {k_pert:.4f} 1/nm")
print(f"k where m0/m is down 10 percent = {k_ten:.4f} 1/nm")
print(f"k where half the advantage is lost = {k_half:.4f} 1/nm")
print(f"k where m = m0/gamma1 = {k_fail:.4f} 1/nm")
print(f"ratio of that k to kc = {k_fail/kc:.4f}")
print(f"mass there = {1/inverse_mass(top4, k_fail):.4f} m0")
print(f"mass at kc = {1/inverse_mass(top4, kc):.4f} m0")
print(f"mass at large k = {1/inv_far:.4f} m0")
print(f"light-hole share at kc/2 = {light_weight(kc/2)*100:.1f} percent")
print(f"light-hole share at kc = {light_weight(kc)*100:.1f} percent")
for name, k in (("kc/2", kc / 2), ("kc", kc)):
    true_e = (top4(0.0) - top4(k)) * 1e3
    print(f"hole energy at {name} = {true_e:.1f} meV")
    print(f"  light-mass parabola = {A*edge*k**2*1e3:.1f} meV")
print(f"lowest curvature m0/m = {low.fun:.2f} at k = {low.x:.3f} 1/nm")
print(f"hole density filled to kc/2 = {density*100:.2f} x 1e12 cm^-2")
print("NEGLECTED EFFECTS")
print(f"[110] k where m = m0/gamma1 = {k_fail_110:.4f} 1/nm")
print(f"six-band splitting, same strain = {split6*1e3:.1f} meV")
print(f"six-band k where m = m0/gamma1 = {k_fail6:.4f} 1/nm")
for width, (total, w_edge, k_w) in well.items():
    print(f"hard-wall layer {width:.0f} nm: splitting = {total*1e3:.1f} meV")
    print(f"  band-edge m0/m = {w_edge:.2f}")
    print(f"  k where m = m0/gamma1 = {k_w:.4f} 1/nm")
print(f"thermal energy at 300 K = {kT*1e3:.1f} meV")
print(f"upper-band holes beyond kc/2, 300 K = {beyond*100:.0f} percent")
print(f"holes in lower band, 300 K = {share_lower*100:.1f} percent")
print(f"hole energy at kc/2 over gap = {hole_energy(0.25)/gap*100:.1f} percent")
print("checks complete")
```

It prints:

```
INPUTS (rough, rounded)
splitting D = 60 meV
gamma1, gamma2, gamma3 = 7, 2, 3
b = -1.8 eV, C12/C11 = 0.46
spin-orbit splitting = 0.34 eV, gap = 1.2 eV
A = hbar^2/(2 m0) = 0.03810 eV nm^2
in-plane strain = -0.87 percent
FOUR-BAND MODEL, [100], kz = 0
uncoupled crossing kc = 0.6275 1/nm
gap at kc with coupling = 103.9 meV
band-edge m0/m = 9.00, m = 0.1111 m0
perturbative failure kc/sqrt(3) = 0.3623 1/nm
k where m0/m is down 10 percent = 0.2229 1/nm
k where half the advantage is lost = 0.2333 1/nm
k where m = m0/gamma1 = 0.3137 1/nm
ratio of that k to kc = 0.5000
mass there = 0.1429 m0
mass at kc = 0.2828 m0
mass at large k = 0.3333 m0
light-hole share at kc/2 = 6.7 percent
light-hole share at kc = 50.0 percent
hole energy at kc/2 = 30.3 meV
  light-mass parabola = 33.8 meV
hole energy at kc = 83.0 meV
  light-mass parabola = 135.0 meV
lowest curvature m0/m = -1.00 at k = 0.444 1/nm
hole density filled to kc/2 = 1.57 x 1e12 cm^-2
NEGLECTED EFFECTS
[110] k where m = m0/gamma1 = 0.2254 1/nm
six-band splitting, same strain = 54.3 meV
six-band k where m = m0/gamma1 = 0.2607 1/nm
hard-wall layer 10 nm: splitting = 90.1 meV
  band-edge m0/m = 7.55
  k where m = m0/gamma1 = 0.1793 1/nm
hard-wall layer 20 nm: splitting = 67.5 meV
  band-edge m0/m = 8.19
  k where m = m0/gamma1 = 0.2218 1/nm
thermal energy at 300 K = 25.9 meV
upper-band holes beyond kc/2, 300 K = 43 percent
holes in lower band, 300 K = 9.1 percent
hole energy at kc/2 over gap = 2.5 percent
checks complete
```
